# Collapse of relativistic Thomas-Fermi theory at a point nucleus: a numerical check

```python
"""Relativistic Thomas-Fermi theory with a point nucleus (Hartree atomic units).

Result under test: the functional
    E[rho] = int t(rho) - Z int rho/r + (1/2) int int rho rho'/|r-r'|
with t(rho) the kinetic energy density of a relativistic Fermi gas has
  (a) an Euler density going as Z^3/(3 pi^2 c^3 r^3) at the nucleus, whose
      charge diverges logarithmically, and
  (b) no lower bound: a small charge q in a ball of radius a contributes
      B(q)/a with B(q) < 0, up to a shift between -c^2 q and 0.
Symbols: Z nuclear charge, N electron number, c speed of light, p Fermi
momentum, R radius of a nucleus modelled as a thin charged shell.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

C = 1.0 / constants.fine_structure
BOHR_FM = constants.physical_constants["Bohr radius"][0] * 1e15
PI = np.pi
K = 0.75 * (3 * PI**2) ** (1 / 3)
S_NODES, S_WEIGHTS = np.polynomial.legendre.leggauss(40)
S_NODES, S_WEIGHTS = 0.5 * (S_NODES + 1), 0.5 * S_WEIGHTS
G_NODES, G_WEIGHTS = np.polynomial.legendre.leggauss(200)


def kinetic_density(p, c):
    """Integrate the one-particle kinetic energy over the Fermi sphere."""
    p = np.atleast_1d(p)
    k = p[:, None] * S_NODES
    one_particle = k**2 / (1 + np.sqrt(1 + (k / c) ** 2))
    return p**3 / PI**2 * ((S_NODES**2 * one_particle) @ S_WEIGHTS)


# ---- kinetic energy density: two-sided bound and limit ----
rho_test = np.logspace(-3, 20, 47)
t_test = kinetic_density((3 * PI**2 * rho_test) ** (1 / 3), C)
upper = C * K * rho_test ** (4 / 3)
assert np.all(t_test <= upper * (1 + 1e-10))
assert np.all(t_test >= upper * (1 - 1e-10) - C**2 * rho_test)
assert abs(t_test[-1] / upper[-1] - 1) < 1e-4


# ---- trial densities: full functional by quadrature ----
def uniform_layer(charge, r_in, r_out):
    """Radii, volume weights and density of a uniformly filled layer."""
    r = r_in + 0.5 * (r_out - r_in) * (G_NODES + 1)
    vol = 4 * PI * r**2 * 0.5 * (r_out - r_in) * G_WEIGHTS
    rho = np.full_like(r, charge / (4 * PI / 3 * (r_out**3 - r_in**3)))
    return r, vol, rho


def functional(layers, Z):
    r, vol, rho = (np.concatenate(v) for v in zip(*layers))
    kinetic = vol @ kinetic_density((3 * PI**2 * rho) ** (1 / 3), C)
    dq = vol * rho
    repulsion = 0.5 * dq @ (1 / np.maximum.outer(r, r)) @ dq
    return kinetic - Z * np.sum(dq / r) + repulsion


def ball_coefficient(q, Z):
    return (0.75 * (9 * PI / 4) ** (1 / 3) * C * q ** (4 / 3)
            - 1.5 * Z * q + 0.6 * q**2)


def critical_charge(Z):
    return brentq(lambda q: ball_coefficient(q, Z) / q, 1e-15, 1e5,
                  xtol=1e-16)


Z = 80.0
q = 0.1
B = ball_coefficient(q, Z)
outer = uniform_layer(Z - q, 1.0, 2.0)
constant = functional([outer], Z) + q * np.sum(outer[1] * outer[2] / outer[0])
radii = [1e-3, 1e-4, 1e-5, 1e-6]
trial = [functional([uniform_layer(q, 0.0, a), outer], Z) for a in radii]
assert B < 0
for a, energy in zip(radii, trial):
    slack = 1e-6 * abs(B) / a + 0.01      # quadrature error of the repulsion
    assert energy <= constant + B / a + slack
    assert energy >= constant + B / a - C**2 * q - slack
assert trial[3] < trial[2] < trial[1]

# squeezing the whole neutral atom raises the energy instead
whole = [functional([uniform_layer(Z, 0.0, a)], Z) for a in (1e-4, 1e-5)]
B_whole = ball_coefficient(Z, Z)
assert B_whole > 0 and whole[1] > whole[0]
assert abs(whole[1] * 1e-5 / B_whole - 1) < 1e-3 + C**2 * Z * 1e-5 / B_whole

# the collapse also occurs for the lightest nucleus
q_light = 2e-7
outer_light = uniform_layer(1 - q_light, 1.0, 2.0)
light = [functional([uniform_layer(q_light, 0.0, a), outer_light], 1.0)
         for a in (1e-12, 1e-13)]
B_light = ball_coefficient(q_light, 1.0)
assert light[1] < light[0] < 0
assert abs(light[1] * 1e-13 / B_light - 1) < 1e-3


# ---- self-consistent solution for a shell nucleus of radius R ----
def solve_atom(Z, R, c, h=0.01, r_max=100.0):
    """Newton solution of the Euler-Poisson problem for z = r*(V + mu)."""
    n_in = 600
    n_out = int(round(np.log(r_max / R) / h))
    r = R * np.exp(h * np.arange(-n_in, n_out + 1))
    n = r.size
    source = np.zeros(n)
    source[n_in] = Z / h
    z = Z * np.minimum(1.0, r / R)
    converged = False
    for _ in range(80):
        v = np.maximum(z, 0) / r
        p = np.sqrt((v / c) ** 2 + 2 * v)
        g = 4 * r**3 * p**3 / (3 * PI)
        dg = 4 * r**2 / PI * p * (1 + v / c**2)
        band = np.zeros((3, n))
        band[0, 2:] = -1 / h**2 + 0.5 / h
        band[0, 1] = -np.exp(-h)
        band[1, 1:-1] = 2 / h**2 + dg[1:-1]
        band[1, 0] = band[1, -1] = 1.0
        band[2, :n - 2] = -1 / h**2 - 0.5 / h
        rhs = source - g + dg * z
        rhs[0] = rhs[-1] = 0.0
        new = solve_banded((1, 1), band, rhs)
        change = np.max(np.abs(new - z))
        z = new
        if change < 1e-7:
            converged = True
            break
    assert converged
    v = np.maximum(z, 0) / r
    p = np.sqrt((v / c) ** 2 + 2 * v)
    rho = p**3 / (3 * PI**2)
    shell = 4 * PI * r**3 * rho
    enclosed = cumulative_trapezoid(shell, dx=h, initial=0)
    inward = cumulative_trapezoid(shell / r, dx=h, initial=0)
    phi = enclosed / r + inward[-1] - inward
    v_nuc = Z / np.maximum(r, R)
    # potential rebuilt from the density must reproduce the solution
    assert np.max(np.abs(r * (v_nuc - phi) - z)) < 0.02
    assert abs(enclosed[-1] - Z) < 0.02
    kinetic = h * np.sum(4 * PI * r**3 * kinetic_density(p, c))
    energy = kinetic + h * np.sum(shell * (0.5 * phi - v_nuc))
    i = n_in + int(round(np.log(10) / h))
    slope = np.log(rho[i + 5] / rho[i - 5]) / (10 * h)
    inside = np.interp(np.log(1e-4), np.log(r), enclosed)
    return dict(E=energy, T=kinetic, slope=slope, inside=inside)


nuclear_radii = [1e-4, 1e-5, 1e-6, 1e-7]
rel = [solve_atom(Z, R, C) for R in nuclear_radii]
nonrel = [solve_atom(Z, R, np.inf) for R in nuclear_radii]

per_efold = 4 * (Z / C) ** 3 / (3 * PI)
energy_coefficient = -4 * Z**4 / (9 * PI * C**3)
gain = rel[3]["inside"] - rel[2]["inside"]
assert abs(rel[3]["slope"] + 3) < 0.02
assert abs(nonrel[3]["slope"] + 1.5) < 0.02
# screening, left out of the simple count, lowers it by a few per cent
assert abs(gain / (per_efold * np.log(10)) - 1) < 0.05
# electron repulsion, left out of the coefficient, is below one per cent
assert abs(rel[3]["E"] * 1e-7 / energy_coefficient - 1) < 0.01
for R, s in zip(nuclear_radii, rel):
    assert s["E"] > -Z * Z / R
assert abs(nonrel[3]["E"] / nonrel[2]["E"] - 1) < 0.01
assert abs(nonrel[3]["E"] / nonrel[3]["T"] + 1) < 0.01

# ---- output ----
print(f"speed of light c = {C:.4f} a.u.")
print(f"kinetic constant K = {K:.5f}")
print(f"Z = N = {Z:.0f}, Z/c = {Z / C:.4f}")
print(f"r^-3 coefficient Z^3/(3 pi^2 c^3) = {(Z / C)**3 / (3 * PI**2):.5e}")
print(f"electrons per e-fold of radius = {per_efold:.5f}")
print(f"electrons per decade of radius = {per_efold * np.log(10):.5f}")
print("-- trial density: charge q in a ball, rest in shell 1-2 bohr")
print(f"q = {q}, B(q) = {B:.4f} hartree*bohr")
print(f"critical q, Z=80: {critical_charge(80.0):.4f}")
print(f"critical q, Z=1: {critical_charge(1.0):.3e}")
print(f"B(80), whole atom in ball = {B_whole:.1f} hartree*bohr")
print(f"constant part of energy = {constant:.1f} hartree")
print(f"largest downward shift c^2 q = {C**2 * q:.1f} hartree")
for a, energy in zip(radii, trial):
    print(f"a = {a:.0e} bohr: E = {energy:.6e} hartree, "
          f"upper bound = {constant + B / a:.6e} hartree")
print(f"Z=1, q={q_light:.0e}: B = {B_light:.4e} hartree*bohr")
for a, energy in zip((1e-12, 1e-13), light):
    print(f"Z=1, a = {a:.0e} bohr: E = {energy:.4e} hartree")
print("-- self-consistent, shell nucleus of radius R, Z=80")
print(f"1e-4 bohr = {1e-4 * BOHR_FM:.3f} fm")
for R, s, u in zip(nuclear_radii, rel, nonrel):
    print(f"R = {R:.0e} bohr: E_rel = {s['E']:.5e} hartree, "
          f"E_nonrel = {u['E']:.5e} hartree")
    print(f"   R*E_rel = {R * s['E']:.4f} hartree*bohr, "
          f"electrons within 1e-4 bohr = {s['inside']:.4f}")
print(f"predicted limit of R*E_rel = {energy_coefficient:.4f} hartree*bohr")
print(f"gain in electrons, R 1e-6 to 1e-7 bohr = {gain:.4f}")
print(f"slope dln(rho)/dln(r) at 10R, R=1e-7: rel {rel[3]['slope']:.4f}, "
      f"nonrel {nonrel[3]['slope']:.4f}")
print(f"nonrel E/T at R=1e-7 = {nonrel[3]['E'] / nonrel[3]['T']:.5f}")
print("PASS")
```

Running it gives:

```
speed of light c = 137.0360 a.u.
kinetic constant K = 2.32025
Z = N = 80, Z/c = 0.5838
r^-3 coefficient Z^3/(3 pi^2 c^3) = 6.71962e-03
electrons per e-fold of radius = 0.08444
electrons per decade of radius = 0.19443
-- trial density: charge q in a ball, rest in shell 1-2 bohr
q = 0.1, B(q) = -2.8387 hartree*bohr
critical q, Z=80: 0.2244
critical q, Z=1: 4.398e-07
B(80), whole atom in ball = 62232.3 hartree*bohr
constant part of energy = -1819.5 hartree
largest downward shift c^2 q = 1877.9 hartree
a = 1e-03 bohr: E = -6.325340e+03 hartree, upper bound = -4.658168e+03 hartree
a = 1e-04 bohr: E = -3.206254e+04 hartree, upper bound = -3.020631e+04 hartree
a = 1e-05 bohr: E = -2.875635e+05 hartree, upper bound = -2.856878e+05 hartree
a = 1e-06 bohr: E = -2.842380e+06 hartree, upper bound = -2.840502e+06 hartree
Z=1, q=2e-07: B = -6.9300e-08 hartree*bohr
Z=1, a = 1e-12 bohr: E = -6.9300e+04 hartree
Z=1, a = 1e-13 bohr: E = -6.9300e+05 hartree
-- self-consistent, shell nucleus of radius R, Z=80
1e-4 bohr = 5.292 fm
R = 1e-04 bohr: E_rel = -4.78595e+04 hartree, E_nonrel = -2.07416e+04 hartree
   R*E_rel = -4.7860 hartree*bohr, electrons within 1e-4 bohr = 0.0299
R = 1e-05 bohr: E_rel = -2.53121e+05 hartree, E_nonrel = -2.10546e+04 hartree
   R*E_rel = -2.5312 hartree*bohr, electrons within 1e-4 bohr = 0.2262
R = 1e-06 bohr: E_rel = -2.27430e+06 hartree, E_nonrel = -2.11537e+04 hartree
   R*E_rel = -2.2743 hartree*bohr, electrons within 1e-4 bohr = 0.4181
R = 1e-07 bohr: E_rel = -2.24550e+07 hartree, E_nonrel = -2.11850e+04 hartree
   R*E_rel = -2.2455 hartree*bohr, electrons within 1e-4 bohr = 0.6083
predicted limit of R*E_rel = -2.2518 hartree*bohr
gain in electrons, R 1e-6 to 1e-7 bohr = 0.1902
slope dln(rho)/dln(r) at 10R, R=1e-7: rel -3.0025, nonrel -1.5000
nonrel E/T at R=1e-7 = -1.00034
PASS
```
